# Karton-Martin extrapolation of the Hartree-Fock energy of N2

## Problem

The restricted Hartree-Fock energy of N$_2$ has been computed in four correlation-consistent basis sets at the bond length $R=2.068$ bohr. Here $L$ is the highest angular momentum in the nitrogen basis.

| Basis | $L$ | Functions | $E_L$ / hartree |
|---|---:|---:|---:|
| cc-pVDZ | 2 | 28 | $-108.954553$ |
| cc-pVTZ | 3 | 60 | $-108.984093$ |
| cc-pVQZ | 4 | 110 | $-108.991735$ |
| cc-pV5Z | 5 | 182 | $-108.993420$ |

The nuclei are fixed points, relativity is neglected, and the state is a closed-shell singlet with three $\sigma_g$ orbitals, two $\sigma_u$ orbitals and one doubly degenerate $\pi_u$ level occupied. The Karton-Martin form is the empirical model

$$E_L=E_\infty+A(L+1)e^{-9\sqrt L}. \tag{1}$$

(a) Find $E_\infty$ from two consecutive energies.

(b) Express the error left after extrapolation through the true basis errors. When is the estimate too high? How does an error in the larger-basis energy enter?

(c) The Hartree-Fock limit of a diatomic molecule can be obtained without Gaussians by solving the equations in two-centre coordinates. Set up such a calculation to provide the reference.

(d) Extrapolate the three consecutive pairs, compare them with the numerical limit, and judge the model.

## Solution

### (a) Two-point formula

Write $s_L=(L+1)e^{-9\sqrt L}$. The model says $E_L-E_\infty=As_L$ and $E_{L+1}-E_\infty=As_{L+1}$. Dividing removes $A$:

$$\frac{E_L-E_\infty}{E_{L+1}-E_\infty}=r,\qquad
r=\frac{s_L}{s_{L+1}}=\frac{L+1}{L+2}\,e^{9(\sqrt{L+1}-\sqrt L)}. \tag{2}$$

Multiplying out gives $E_L-E_\infty=rE_{L+1}-rE_\infty$, hence $(r-1)E_\infty=rE_{L+1}-E_L$. Since $rE_{L+1}=(r-1)E_{L+1}+E_{L+1}$,

$$E_\infty=E_{L+1}-\frac{E_L-E_{L+1}}{r-1}. \tag{3}$$

For the pairs used here $r>1$, so a falling energy is extrapolated further down.

### (b) What the extrapolation leaves behind

Let $E_{\rm HF}$ be the complete-basis energy of the same state and $e_L=E_L-E_{\rm HF}$ the true basis error. A finite basis restricts the variational search, so the minimum found in it cannot lie below the complete-basis minimum: $e_L\ge0$. Insert $E_L=E_{\rm HF}+e_L$ into $(r-1)E_\infty=rE_{L+1}-E_L$:

$$(r-1)E_\infty=(r-1)E_{\rm HF}+re_{L+1}-e_L .$$

With the observed ratio $q=e_L/e_{L+1}$, the remaining error is

$$\Delta=E_\infty-E_{\rm HF}=\frac{re_{L+1}-e_L}{r-1}
=e_{L+1}\frac{r-q}{r-1}. \tag{4}$$

If $1<q<r$, the fraction lies between 0 and 1: the estimate improves on the larger basis but stays above the limit. If $q=r$, it equals the limit. If $q>r$, it falls below the limit. The extrapolated energy is therefore not a variational upper bound.

The mismatch can be expressed as an effective exponent $\alpha$, the number that would replace 9 for that pair:

$$q=\frac{L+1}{L+2}e^{\alpha(\sqrt{L+1}-\sqrt L)}
\;\Rightarrow\;
\alpha=\frac{\ln[(L+2)q/(L+1)]}{\sqrt{L+1}-\sqrt L}. \tag{5}$$

Thus $\alpha<9$ means $q<r$ and an estimate that is too high.

Finally, $E_\infty=(rE_{L+1}-E_L)/(r-1)$ shows that an error $d$ in $E_{L+1}$ enters as $dr/(r-1)$. For large $L$, $\sqrt{L+1}-\sqrt L\approx1/(2\sqrt L)$, so $r\to1$ and this factor grows. The growth is slow: (2) gives $r/(r-1)=1.08$ at $L=2$, $1.17$ at $L=4$, and still less than 2 at $L=36$.

### (c) A reference without Gaussians

Put the nuclei $A$ and $B$ at $z=-R/2$ and $z=R/2$. Define

$$\xi=\frac{r_A+r_B}{R}\ge1,\qquad \eta=\frac{r_A-r_B}{R}\in[-1,1],$$

so that $r_A=\tfrac R2(\xi+\eta)$ and $r_B=\tfrac R2(\xi-\eta)$. With azimuth $\phi$, the height and the distance from the axis are

$$z=\tfrac R2\xi\eta,\qquad
d_\perp=\tfrac R2\sqrt{(\xi^2-1)(1-\eta^2)} .$$

Indeed, $d_\perp^2+(z+R/2)^2=(R/2)^2(\xi+\eta)^2=r_A^2$.

**Volume element.** The squared length per unit $\xi$ is

$$h_\xi^2=\left(\frac{\partial d_\perp}{\partial\xi}\right)^2+\left(\frac{\partial z}{\partial\xi}\right)^2
=\frac{R^2}{4}\left[\frac{\xi^2(1-\eta^2)}{\xi^2-1}+\eta^2\right]
=\frac{R^2}{4}\,\frac{\xi^2-\eta^2}{\xi^2-1}.$$

In the same way $h_\eta^2=\frac{R^2}{4}\frac{\xi^2-\eta^2}{1-\eta^2}$, and $h_\phi=d_\perp$. The coordinates are orthogonal, because the products of the $\xi$ and $\eta$ derivatives are $-\frac{R^2}{4}\xi\eta$ for $d_\perp$ and $+\frac{R^2}{4}\xi\eta$ for $z$. Therefore

$$dV=h_\xi h_\eta h_\phi\,d\xi\,d\eta\,d\phi
=(R/2)^3(\xi^2-\eta^2)\,d\xi\,d\eta\,d\phi .$$

In atomic units, with nuclear charge $Z=7$, the nuclear attraction is

$$-Z\left(\frac1{r_A}+\frac1{r_B}\right)=-\frac{4Z\xi}{R(\xi^2-\eta^2)} .$$

The volume element cancels its denominator. A nuclear cusp is also harmless: $e^{-Zr_A}=e^{-ZR\xi/2}e^{-ZR\eta/2}$ is analytic in $\xi$ and $\eta$.

**Laplacian.** In orthogonal coordinates the coefficients of the three second-derivative terms are

$$\frac{h_\eta h_\phi}{h_\xi}=\frac R2(\xi^2-1),\qquad
\frac{h_\xi h_\phi}{h_\eta}=\frac R2(1-\eta^2),$$

$$\frac{h_\xi h_\eta}{h_\phi}=\frac R2\,\frac{\xi^2-\eta^2}{(\xi^2-1)(1-\eta^2)}
=\frac R2\left[\frac1{\xi^2-1}+\frac1{1-\eta^2}\right].$$

Dividing by $h_\xi h_\eta h_\phi$ gives

$$\frac{R^2}{4}(\xi^2-\eta^2)\nabla^2=
\partial_\xi(\xi^2-1)\partial_\xi+\partial_\eta(1-\eta^2)\partial_\eta
+\left[\frac1{\xi^2-1}+\frac1{1-\eta^2}\right]\partial_\phi^2. \tag{6}$$

**Coulomb and exchange.** Expand the potential of a charge distribution $\rho$ in $Y_{lm}=\Theta_{lm}(\eta)e^{im\phi}/\sqrt{2\pi}$, where $\Theta_{lm}$ is a normalized associated Legendre function. The $\eta$ terms in (6), including $-m^2/(1-\eta^2)$, then give $-l(l+1)$. Poisson's equation $\nabla^2V=-4\pi\rho$ separates into

$$\left[\frac{d}{d\xi}(\xi^2-1)\frac{d}{d\xi}-l(l+1)-\frac{m^2}{\xi^2-1}\right]V_{lm}
=-\pi R^2\int Y_{lm}^*(\xi^2-\eta^2)\rho\,d\eta\,d\phi. \tag{7}$$

The factor is $4\pi(R/2)^2=\pi R^2$. Outside the charge, the solution that decays is the Legendre function of the second kind, $Q_l^m(\xi)$. Its logarithmic derivative supplies the boundary condition at the edge of the box.

With $V[\rho]$ denoting this solution, the equations to iterate are

$$\left(h+V[\rho]\right)\psi_i-\sum_j\psi_jV[\psi_j^*\psi_i]=\varepsilon_i\psi_i,\qquad
\rho=2\sum_j|\psi_j|^2,$$

where $h$ contains the kinetic energy and the nuclear attraction, and the sums run over the seven occupied spatial orbitals. For each orbital, $h_{ii}+\varepsilon_i$ contains $2h_{ii}$ and one full set of Coulomb and exchange terms. The total energy is $2\sum_ih_{ii}$ plus half of the two-electron terms of all 14 electrons, which is the same one set per spatial orbital. Hence

$$E_{\rm HF}=\sum_i(h_{ii}+\varepsilon_i)+\frac{Z^2}{R}.$$

The orbitals are expanded in polynomials in $\mu=\operatorname{arcosh}\xi$ times $\Theta_{lm}(\eta)e^{im\phi}$. They vanish at the box edge, $R\xi/2=20$ bohr, and those with $m\ne0$ also vanish at $\mu=0$, on the axis between the nuclei.

Two discretizations give $-108.993824$ and $-108.993825$ hartree. They differ by about 1 microhartree, which indicates the numerical uncertainty without bounding it. The second value is the reference. The numerical check also tests the Coulomb solver against one-centre radial integrals for $m=0,1,2$.

### (d) Numbers and judgement

For the QZ/5Z pair, $L=4$ and

$$r=\tfrac56e^{9(\sqrt5-2)}=6.9747 .$$

Differences below are taken from unrounded energies and can differ by one unit in the last digit from differences of the tabulated values. The energy falls by 1.684 millihartree from QZ to 5Z, so (3) lowers the 5Z energy by $1.684/5.9747=0.282$ millihartree:

$$E_\infty=-108.993420-0.000282=-108.993702\ \text{hartree}.$$

For TZ/QZ the correction is $7.642/7.9209=0.965$ millihartree, and for DZ/TZ it is $29.540/12.1032=2.441$ millihartree. The comparison with the reference is as follows.

| Pair | $r$ | $q$ | $\alpha$ | $E_\infty$ / hartree | $\Delta$ / millihartree |
|---|---:|---:|---:|---:|---:|
| DZ/TZ | 13.10 | 4.04 | 5.3 | $-108.986534$ | 7.291 |
| TZ/QZ | 8.92 | 4.66 | 6.6 | $-108.992700$ | 1.125 |
| QZ/5Z | 6.97 | 5.15 | 7.7 | $-108.993702$ | 0.124 |

All three estimates are too high, as (4) requires for $q<r$. The true errors fall more slowly from one basis to the next than the model assumes.

Part of this failure is visible without the reference. The TZ/QZ fit predicts a 5Z energy of

$$-108.992700+\frac{0.000965}{6.9747}=-108.992562\ \text{hartree},$$

which is 0.858 millihartree above the computed one. Even its extrapolated limit lies above the computed 5Z energy, although the limit cannot exceed a finite-basis energy. Likewise, the DZ/TZ estimate lies above the QZ energy.

The QZ/5Z result is more useful. The raw 5Z error is 0.405 millihartree, or 1.06 kJ/mol; extrapolation reduces it to 0.124 millihartree, or 0.32 kJ/mol, a factor of 3.3. The corresponding factors for TZ/QZ and DZ/TZ are 1.9 and 1.3.

The 5Z energy was computed with density fitting. The same fitting set changes the QZ energy by about 0.01 microhartree. If its effect at 5Z is similar, the amplification $r/(r-1)=1.17$ leaves it negligible beside $\Delta$. The remaining discrepancy is then mainly the mismatch between $q$ and $r$.

For this molecule and basis family, the form with exponent 9 removes about 25 % of the larger-basis error at DZ/TZ, 46 % at TZ/QZ and 70 % at QZ/5Z, while the correction itself shrinks from 2.441 to 0.282 millihartree. The exponent 9 was proposed for augmented sets from the QZ/5Z pair upward. The two smaller pairs and the unaugmented family used here lie outside that range, so these results do not judge the model where it was meant to be used. The effective exponent rises toward 9 over the three pairs, but these data do not show whether it settles there or passes it. If it passed 9, the estimate would fall below the Hartree-Fock limit. The errors found here concern one total energy at one bond length; they do not determine the errors of energy differences, where part of the basis error may cancel.

## Calculated quantities

```
bond length: 2.068 bohr
radius of numerical box: 20.0 bohr
largest Coulomb-kernel test error: 7.3e-14 Eh
numerical HF energy, coarse: -108.9938242 Eh
numerical HF energy, fine (reference): -108.9938252 Eh
coarse minus fine: 1.045 microEh
largest occupied-level gap, 5Z vs numerical: 0.928 mEh
density-fitting error at QZ: 0.01 microEh
cc-pVDZ: L = 2, 28 functions, E = -108.954553 Eh, error = 39.272 mEh
cc-pVTZ: L = 3, 60 functions, E = -108.984093 Eh, error = 9.732 mEh
cc-pVQZ: L = 4, 110 functions, E = -108.991735 Eh, error = 2.090 mEh
cc-pV5Z: L = 5, 182 functions, E = -108.993420 Eh, error = 0.405 mEh
pair DZ/TZ:
  model ratio r = 13.1032, observed ratio = 4.0354
  effective exponent = 5.295 (model 9)
  amplitude A = 3592.8 Eh
  energy drop to larger basis = 29.540 mEh
  extrapolated E_inf = -108.986534 Eh
  E_inf minus numerical limit = 7.291 mEh
  error reduction vs larger basis = factor 1.33
pair TZ/QZ:
  model ratio r = 8.9209, observed ratio = 4.6566
  effective exponent = 6.574 (model 9)
  amplitude A = 12669.4 Eh
  energy drop to larger basis = 7.642 mEh
  extrapolated E_inf = -108.992700 Eh
  E_inf minus numerical limit = 1.125 mEh
  error reduction vs larger basis = factor 1.86
pair QZ/5Z:
  model ratio r = 6.9747, observed ratio = 5.1545
  effective exponent = 7.719 (model 9)
  amplitude A = 25822.5 Eh
  energy drop to larger basis = 1.684 mEh
  extrapolated E_inf = -108.993702 Eh
  E_inf minus numerical limit = 0.124 mEh
  error reduction vs larger basis = factor 3.28
5Z energy predicted by TZ/QZ fit: -108.992562 Eh
predicted minus computed 5Z: 0.858 mEh
amplification of a 5Z energy error: 1.1674
QZ/5Z extrapolation error: 0.324 kJ/mol
raw 5Z error: 1.065 kJ/mol
```
